# The carrier ratio that maximises interface recombination at fixed np product

## Problem

An oxidised semiconductor surface carries $N$ interface traps per unit area, all at one energy $E_t$. Each trap holds either no electron or one electron. An empty trap captures electrons with coefficient $c_n=\sigma_n v_n$, and a filled trap captures holes with coefficient $c_p=\sigma_p v_p$. Here $\sigma_n,\sigma_p$ are the capture cross sections and $v_n,v_p$ the thermal velocities. The carrier densities at the interface are $n$ and $p$.

The carriers are non-degenerate, the traps act independently, and the capture coefficients do not depend on $n$ or $p$. A steady state has been reached. The product $np=P$ is held fixed while the ratio $n/p$ is varied.

(a) Find the net recombination rate $U$ per unit area.

(b) For $P>n_i^2$, with $n_i$ the intrinsic density, find the ratio $n/p$ at which $U$ is largest. Under what condition does it differ from one? Are unequal cross sections enough?

(c) How much recombination is lost at $n=p$, and how wide is the maximum?

(d) Evaluate the results for these round model parameters:

- $T=300$ K, $n_i=10^{10}$ cm$^{-3}$, $N=10^{10}$ cm$^{-2}$
- $\sigma_n=5\times10^{-15}$ cm$^2$, $\sigma_p=10^{-16}$ cm$^2$
- $v_n=2\times10^7$ cm/s, $v_p=10^7$ cm/s
- trap level 0.10 eV above the intrinsic level $E_i$, quasi-Fermi splitting 0.50 eV

Centimetres and seconds are used because atomic units are unnatural for these densities and rates.

## Hints

1. Four processes change the charge of a trap: capture and emission of an electron, capture and emission of a hole. In equilibrium each capture process is balanced by its own inverse. This fixes the emission coefficients.

2. In a steady state, the net rate at which traps take electrons from the conduction band equals the net rate at which they take holes from the valence band. Solve this for the filled fraction $f$.

3. Once $U$ is written as a fraction, ask which of its parts still vary when $np$ is fixed.

4. Write $n=\sqrt P\,e^{u}$ and $p=\sqrt P\,e^{-u}$. A sum of $e^u$ and $e^{-u}$ with unequal positive weights is a shifted hyperbolic cosine.

## Solution

### Emission coefficients

Let an electron leave a filled trap for the conduction band at rate $e_n$. In equilibrium, with densities $n_0,p_0$ and filled fraction $f_0$, detailed balance requires

$$c_n n_0(1-f_0)=e_n f_0 .$$

With the trap degeneracy factor absorbed into $E_t$, the Fermi function gives $(1-f_0)/f_0=e^{(E_t-E_F)/kT}$. For non-degenerate carriers $n_0=n_i e^{(E_F-E_i)/kT}$. The Fermi energy $E_F$ cancels in the product:

$$e_n=c_n n_1,\qquad n_1=n_i e^{(E_t-E_i)/kT}.$$

An empty trap emits a hole when it takes an electron from the valence band. The balance $c_p p_0 f_0=e_p(1-f_0)$ gives in the same way

$$e_p=c_p p_1,\qquad p_1=n_i e^{-(E_t-E_i)/kT},\qquad n_1p_1=n_i^2 .$$

These coefficients are kept out of equilibrium. That is an assumption: the trap and the carriers within each band remain thermal at temperature $T$.

### (a) Occupancy and rate

The net electron and hole capture rates per trap must be equal, since otherwise the trap charge would change in time:

$$c_n[n(1-f)-n_1f]=c_p[pf-p_1(1-f)] .$$

Collect the terms with $(1-f)$ on the left and those with $f$ on the right:

$$(c_n n+c_p p_1)(1-f)=(c_n n_1+c_p p)f .$$

Call the filling rate $a=c_n n+c_p p_1$ and the emptying rate $b=c_n n_1+c_p p$. Then

$$f=\frac{a}{a+b},\qquad 1-f=\frac{b}{a+b}.$$

The rate per area is $N$ times the net electron capture rate per trap:

$$U=Nc_n\frac{nb-n_1a}{a+b}.$$

In the numerator,

$$nb-n_1a=c_n nn_1+c_p np-c_n nn_1-c_p n_1p_1=c_p(np-n_i^2).$$

Define the surface recombination velocities $S_n=Nc_n$ and $S_p=Nc_p$. Dividing numerator and denominator by $Nc_nc_p$ gives

$$U=\frac{np-n_i^2}{\dfrac{n+n_1}{S_p}+\dfrac{p+p_1}{S_n}} .$$

The electron density is divided by the hole velocity $S_p$, and the hole density by $S_n$. This crossing decides the direction of the final shift.

### (b) The optimal ratio

At fixed $np=P$ the numerator is constant. So are $n_1$ and $p_1$, which depend on the trap energy and temperature. Only $n/S_p+p/S_n$ varies, and for $P>n_i^2$ the largest $U$ belongs to its smallest value.

Set $n=\sqrt P e^u$ and $p=\sqrt P e^{-u}$, so that $n/p=e^{2u}$. Define

$$u_*=\tfrac12\ln\frac{S_p}{S_n},\qquad e^{u_*}=\sqrt{S_p/S_n}.$$

The two variable terms become

$$\frac{n}{S_p}=\sqrt P\,\frac{e^{u_*}}{S_p}e^{u-u_*}=\sqrt{\frac{P}{S_nS_p}}\;e^{u-u_*},$$

$$\frac{p}{S_n}=\sqrt P\,\frac{e^{-u_*}}{S_n}e^{-(u-u_*)}=\sqrt{\frac{P}{S_nS_p}}\;e^{-(u-u_*)} .$$

Their sum is a hyperbolic cosine, and therefore

$$U(u)=\frac{P-n_i^2}{A\cosh(u-u_*)+B},$$

$$A=2\sqrt{\frac{P}{S_nS_p}},\qquad B=\frac{n_1}{S_p}+\frac{p_1}{S_n}.$$

Since $\cosh x\ge1$, with equality at $x=0$ alone, there is one global maximum, at $u=u_*$. The trap density cancels from $S_p/S_n$, so

$$\boxed{\frac np=\frac{c_p}{c_n}=\frac{\sigma_pv_p}{\sigma_nv_n}}$$

or equivalently $c_n n=c_p p$. Combined with $np=P$, this gives the densities

$$n_*=\sqrt{P\,c_p/c_n},\qquad p_*=\sqrt{P\,c_n/c_p}.$$

The optimum differs from $n=p$ if and only if $c_n\neq c_p$. Unequal cross sections are enough when the thermal velocities are equal, but not in general. If $\sigma_p=2\sigma_n$ and $v_n=2v_p$, the capture coefficients coincide and the maximum returns to $n=p$.

The carrier that is captured less readily must be the more abundant one. To see why, drop emission and $n_i^2$ from the rate:

$$U\simeq\frac{np}{n/S_p+p/S_n}=\frac{N}{\dfrac{1}{c_n n}+\dfrac{1}{c_p p}} .$$

The denominator is the mean time for one recombination cycle: an empty trap waits $1/(c_n n)$ for an electron, then the filled trap waits $1/(c_p p)$ for a hole. Fixing $np$ fixes the product of these two times. Their sum is smallest when they are equal. With emission included, the position is the same, because emission adds only the constant $B$ to the denominator of $U(u)$.

The same formula covers $P<n_i^2$. The numerator is then negative and the traps generate pairs; the magnitude of the generation rate is largest at the same $u_*$. At $P=n_i^2$ the rate is zero for every ratio, and no optimum exists.

### What fixed np means

Out of equilibrium, let $F_n$ and $F_p$ be the electron and hole quasi-Fermi energies at the interface. Then

$$n=n_i e^{(F_n-E_i)/kT},\qquad p=n_i e^{(E_i-F_p)/kT},$$

$$P=n_i^2e^{(F_n-F_p)/kT}.$$

The product is fixed if the splitting $F_n-F_p$ at the interface is fixed. If $F_n$ and $F_p$ are each held fixed, a change of surface potential moves $E_i$ and alters $n/p$, but not $P$. In that case $u$ is the surface potential in units of $kT/q$, with $q$ the elementary charge, measured from the point $n=p$. A more positive potential attracts electrons and increases $u$.

If band bending also changes the supply of carriers to the surface, the splitting need not stay fixed, and the maximum along that experimental path may lie elsewhere. Similarly, if the field changes $c_n$ or $c_p$, then $S_n$ and $S_p$ depend on $u$ and the minimisation above no longer applies.

### (c) Loss at equal densities, and width

At the maximum the hyperbolic cosine is one:

$$U_{\max}=\frac{P-n_i^2}{A+B}.$$

At $n=p$ we have $u=0$, so

$$\frac{U(0)}{U_{\max}}=\frac{A+B}{A\cosh u_*+B}.$$

Let $r=c_n/c_p$. Since $e^{u_*}=r^{-1/2}$,

$$\cosh u_*=\tfrac12\left(r^{1/2}+r^{-1/2}\right)=\frac{1+r}{2\sqrt r}.$$

Two limits show when the shift matters:

- For weak emission, $B\ll A$, the ratio tends to $2\sqrt r/(1+r)$, which is small when $r$ is very large or very small.
- For strong emission, $B\gg A\cosh u_*$, it tends to one. The maximum stays at $u_*$ but is so flat that choosing $n=p$ costs little.

The half-maximum points $u_*\pm w$ follow from doubling the denominator:

$$A\cosh w+B=2(A+B)\quad\Longrightarrow\quad\cosh w=2+\frac BA .$$

A larger $B/A$ therefore gives a broader maximum.

### (d) Numbers

The capture coefficients are

$$c_n=(5\times10^{-15})(2\times10^7)=10^{-7}\ \text{cm}^3/\text{s},$$

$$c_p=(10^{-16})(10^7)=10^{-9}\ \text{cm}^3/\text{s}.$$

Hence $S_n=1000$ cm/s, $S_p=10$ cm/s and $r=100$. The optimal ratio is $n/p=0.010$. The cross sections alone would suggest $\sigma_p/\sigma_n=0.020$.

With $kT=0.025852$ eV, the splitting gives $\sqrt P=n_ie^{0.50/(2\times0.025852)}=1.584\times10^{14}$ cm$^{-3}$. The optimal densities are a factor $\sqrt{100}=10$ below and above this value:

$$n_*=1.584\times10^{13}\ \text{cm}^{-3},\qquad p_*=1.584\times10^{15}\ \text{cm}^{-3}.$$

The potential shift from $n=p$ is $u_*kT/q=-2.303\times25.85$ mV $=-59.5$ mV. The negative sign means that electrons are repelled from the interface and holes attracted to it.

For the height we need

$$A=\frac{2(1.584\times10^{14})}{\sqrt{1000\times10}}=3.168\times10^{12}\ \text{s cm}^{-4}.$$

The emission densities are $n_1=4.79\times10^{11}$ cm$^{-3}$ and $p_1=2.09\times10^8$ cm$^{-3}$, so $B=4.79\times10^{10}$ s cm$^{-4}$, about 1.5% of $A$. With $P=2.510\times10^{28}$ cm$^{-6}$, and $n_i^2$ negligible beside it,

$$U_{\max}=\frac{2.510\times10^{28}}{3.216\times10^{12}}=7.80\times10^{15}\ \text{cm}^{-2}\text{s}^{-1}.$$

At $n=p$, $\cosh u_*=(10+0.1)/2=5.05$, and

$$\frac{U(0)}{U_{\max}}=\frac{3.216\times10^{12}}{5.05(3.168\times10^{12})+0.048\times10^{12}}=0.200 .$$

Equal densities thus give one fifth of the maximal rate. The weak-emission limit is $20/101=0.198$. The guess $n/p=0.020$ gives 94.4% of the maximum: an error of a factor two in the ratio is only $\tfrac12\ln2=0.35$ in $u$, well inside the peak.

The half-width follows from $\cosh w=2.015$, so $w=1.326$, or 34.3 mV. In terms of the density ratio, the half-maximum points lie a factor $e^{2w}\simeq14$ below and above $0.010$, at about $0.0007$ and $0.14$. The point $n=p$ is outside this range.

The occupancies show what limits the rate:

- At the optimum, $c_nn=c_pp=1.58\times10^6$ s$^{-1}$. The two waiting times are both 0.63 µs, and $f=0.493$. The small deficit from one half is due to electron emission, since $c_nn_1$ adds to the emptying rate.
- At $n=p$, an empty trap waits 0.063 µs for an electron, while the hole capture time of a filled trap is $1/(c_pp)=6.3$ µs. Emission is not negligible beside this slow capture: $c_nn_1=4.8\times10^4$ s$^{-1}$ against $c_pp=1.58\times10^5$ s$^{-1}$, so 23% of the captured electrons are re-emitted and a trap stays filled for 4.8 µs on average. An emptied trap refills almost at once, and the filled fraction is $0.987$. Almost every trap is filled, and hole capture limits the rate.

Moving the trap level to 0.25 eV above $E_i$ lowers the rate at $u_*$ to $1.32\times10^{15}$ cm$^{-2}$s$^{-1}$. Now $n_1=\sqrt P$, because 0.25 eV is half the splitting, and $B\simeq n_1/S_p=1.58\times10^{13}$ s cm$^{-4}$ is five times $A$. The maximum remains at $u_*=-2.303$. It is flatter: equal densities now give $(1+5)/(5.05+5)\simeq0.60$ of it.

The position was also tested by solving the occupancy balance numerically and maximising the resulting rate. In 40 random parameter sets the largest deviation from $u_*$ was $3.4\times10^{-8}$.

## Variation 1: a distribution of trap levels

*Let the traps have an energy density $D(E)$ instead of a single level. They exchange carriers with the bands but not with one another. Where is the maximum for $P>n_i^2$?*

Let $U_1(u,E)$ be the rate per trap at energy $E$. The rates add:

$$U(u)=\int D(E)\,U_1(u,E)\,dE .$$

Each $U_1$ has the form found above, with its own maximum at

$$u_*(E)=\tfrac12\ln\frac{c_p(E)}{c_n(E)} .$$

Suppose first that $c_n/c_p$ is the same at all energies, even if both coefficients vary. Then every integrand is largest at the same $u_*$. No other $u$ can give a larger integral, so the single-level result survives.

If the ratio varies with energy, each $U_1$ rises with $u$ below its own $u_*(E)$ and falls above it. Below the smallest $u_*(E)$ all contributions rise, and above the largest all fall. The maximum of the total rate must lie between these two values. Its place in that interval depends on $D(E)$, on the coefficients and, through $B/A$, on emission. The total need not have a single peak. Take two equally dense levels at $E_i$ with the values of $c_n$ and $c_p$ of part (d), interchanged for the second level. They give two maxima, near $u=-2.3$ and $u=+2.3$, since at $u=0$ each level supplies only a fifth of its own peak rate.

As an example, take the same $P$ and $c_p$, and levels within $12kT$ of $E_i$ on either side. Let $\ln(c_n/c_p)$ rise linearly from 2 at the lowest level to 5 at the highest, and weight the levels by $1+[(E-E_i)/(8kT)]^2$. The individual optima run from $u_*=-1.00$ down to $-2.50$. The total rate peaks at $u=-1.74$, or $n/p=e^{-3.48}\simeq0.031$. A single measured optimum would then give an effective capture ratio, not the ratio of each trap.

## Variation 2: fixed total density

*Keep $n+p=M$ fixed instead of $np$. Emission and $n_i^2$ are negligible. Is the optimal ratio the same?*

In this regime

$$\frac1U=\frac{1}{S_n n}+\frac{1}{S_p p},\qquad p=M-n .$$

Since $dp/dn=-1$,

$$\frac{d}{dn}\frac1U=-\frac{1}{S_n n^2}+\frac{1}{S_p p^2}.$$

Setting this to zero gives $S_nn^2=S_pp^2$, hence

$$\frac np=\sqrt{\frac{S_p}{S_n}}=\sqrt{\frac{c_p}{c_n}} .$$

The second derivative, $2/(S_nn^3)+2/(S_pp^3)$, is positive for all allowed densities. The stationary point is therefore the unique minimum of $1/U$ and the maximum of $U$.

For the capture coefficients of part (d), the ratio is $0.10$ instead of $0.010$. The two waiting times are no longer equal: $c_nn/(c_pp)=\sqrt{c_n/c_p}=10$. Equalising them would require a very lopsided division of $M$, and so a smaller product $np$. The optimum under a fixed sum accepts a longer wait for holes in exchange for a larger product.

A numerical maximisation with $M=2\sqrt P=3.17\times10^{14}$ cm$^{-3}$ and a trap at $E_i$, with emission retained, gives $n/p=0.1002$. The sign of the small difference follows from the emission term, which adds $B/(np)$ to $1/U$. At fixed sum this term is smallest at $n=p$, so it pulls the optimum slightly towards equal densities. At fixed product it is constant and produces no shift.

## Values computed for the example and the checks

```
temperature: 300 K; kT: 0.025852 eV
intrinsic density: 1.0e+10 cm^-3
trap density N: 1.0e+10 cm^-2
sigma_n, sigma_p: 5.0e-15, 1.0e-16 cm^2
v_n, v_p: 2.0e+07, 1.0e+07 cm/s
trap above intrinsic level: 0.10 eV
quasi-Fermi splitting: 0.50 eV
c_n, c_p: 1.000e-07, 1.000e-09 cm^3/s
S_n, S_p: 1000.0, 10.0 cm/s
n1, p1: 4.7855e+11, 2.0897e+08 cm^-3
sqrt(np): 1.5842e+14 cm^-3
product np: 2.5097e+28 cm^-6
A, B: 3.1684e+12, 4.7855e+10 s cm^-4
u at peak, formula: -2.30259; numerical: -2.30259
n/p at peak, formula: 0.01000; numerical: 0.01000
n, p at peak: 1.5842e+13, 1.5842e+15 cm^-3
potential shift from n=p to peak: -59.53 mV
peak rate: 7.8032e+15 cm^-2 s^-1
rate at n=p: 1.5639e+15 cm^-2 s^-1
rate at n=p / peak rate: 0.2004
same ratio, weak-emission limit: 0.1980
filled fraction at peak: 0.4926; at n=p: 0.9871
cross-section-only guess n/p: 0.0200
rate at that guess / peak rate: 0.9436
half-width w: 1.3256 (kT/q), 34.27 mV
trap at 0.25 eV: peak u -2.30259, rate 1.3202e+15 cm^-2 s^-1
generation case, sqrt(np)=0.1 ni: peak u -2.30259
sigma_p = 2 sigma_n, v_n = 2 v_p: peak |u| 0.00000
distributed levels, constant ratio: peak u -2.30259
varying ratio: individual optima -2.50 to -1.00, total peak u -1.7392
fixed n+p, midgap trap: n/p at peak 0.10016
largest error of peak u in 40 random cases: 3.4e-08
```
